\section*{Symmetry indicators of space group P-1 by Smith normal form}

\section{Symmetry indicators as an integer quotient}

\subsection{Definitions and conventions}

Consider a crystal with space group $P\bar1$, spin-orbit coupling and time reversal $T$, with $T^2=-1$. The origin is an inversion centre, inversion $P$ obeys $P^2=1$, and $P$ commutes with $T$. The occupied bands are separated from the empty ones by a gap at every $\mathbf k$. Momenta are measured in inverse lattice constants along the three reciprocal directions. The invariant momenta are
\begin{equation}
\mathbf k=\pi\kappa,\qquad \kappa=(\kappa_1,\kappa_2,\kappa_3)\in\{0,1\}^3 .
\end{equation}
At these momenta every level is a Kramers pair. If $P\psi=\xi\psi$ with $\xi=\pm1$, then $PT\psi=TP\psi=\xi T\psi$, so both partners have the same parity. Let $n^\pm(\kappa)$ be the numbers of occupied even and odd pairs, and $N$ the total number of occupied pairs. Pairs are counted throughout, not single bands.

The sixteen numbers $n^\pm(\kappa)$ are the symmetry data. Let BS be the group of integer data that satisfy the compatibility relations, with negative entries allowed so that differences exist. Let AI be its subgroup generated by atomic limits, that is, by bands built from localized symmetric orbitals. The result to be derived is
\begin{equation}
\mathrm{BS}/\mathrm{AI}\cong \mathbb Z_2\times\mathbb Z_2\times\mathbb Z_2\times\mathbb Z_4 ,
\label{eq:result}
\end{equation}
with explicit indicators
\begin{equation}
\nu_i=\sum_{\kappa_i=1}n^-(\kappa)\bmod2,\qquad
z_4=\sum_{\kappa}n^-(\kappa)\bmod4 .
\label{eq:ind}
\end{equation}
Replacing $z_4$ by $-z_4$ would be an equally valid convention. The value of $z_4$ also refers to the chosen origin. Moving the origin to the inversion centre $w/2$, $w\in\{0,1\}^3$, multiplies the parities at $\pi\kappa$ by $(-1)^{w\cdot\kappa}$, so $n^-$ becomes $N-n^-$ at the momenta with $w\cdot\kappa$ odd. This leaves the $\nu_i$ unchanged and sends $z_4$ to $z_4+2\,w\cdot\nu \bmod 4$. Only $z_4\bmod2$, or $z_4$ when all $\nu_i=0$, is independent of the origin.

\subsection{The compatibility lattice}

At a generic momentum only the antiunitary operation $PT$ survives. Since $(PT)^2=P^2T^2=-1$, it enforces doublets, and there is one type of doublet. Both parities therefore become the same representation away from an invariant momentum, and compatibility conserves only their total:
\begin{equation}
n^+(\kappa)+n^-(\kappa)=N\quad\text{for all eight }\kappa .
\label{eq:compat}
\end{equation}
Equating seven of these sums to the eighth gives $Cx=0$, where $C$ is a $7\times16$ integer matrix and $x$ holds the data.

The Smith normal form supplies unimodular integer matrices $U_C,V_C$ (determinant $\pm1$) with $U_CCV_C=(D_C,0)$. Here $D_C$ is the $7\times7$ identity. Setting $y=V_C^{-1}x$ turns $Cx=0$ into $y_1=\dots=y_7=0$. The last nine columns of $V_C$ are thus an integer basis of BS, and $y_8,\dots,y_{16}$ are the coordinates. Equation \eqref{eq:compat} gives an equivalent basis by inspection: $N$ and the eight $n^-(\kappa)$ are free integers, and $n^+=N-n^-$. Hence $\mathrm{BS}\cong\mathbb Z^9$.

These relations do not force a gap to close. A Hamiltonian for two $PT$ doublets has one real energy difference and one quaternionic coupling with four real components. A crossing requires these five numbers to vanish, while $\mathbf k$ supplies three parameters, so accidental crossings at generic momenta can be removed by small perturbations.

\subsection{Atomic limits}

Place a Kramers pair of parity $p=(-1)^s$ at the inversion centre $w/2$, with $w\in\{0,1\}^3$, and repeat it in all cells $R$. Inversion sends $R+w/2$ to $-R-w/2=(-R-w)+w/2$. With $|\mathbf k\rangle=\sum_R e^{i\mathbf k\cdot R}|R\rangle$ and $R'=-R-w$,
\begin{align}
P|\mathbf k\rangle
&=p\sum_R e^{i\mathbf k\cdot R}|-R-w\rangle
=p\,e^{-i\mathbf k\cdot w}\sum_{R'}e^{-i\mathbf k\cdot R'}|R'\rangle\nonumber\\
&=p\,e^{-i\mathbf k\cdot w}|-\mathbf k\rangle .
\end{align}
At $\mathbf k=\pi\kappa$ the states $|-\mathbf k\rangle$ and $|\mathbf k\rangle$ coincide, and the parity is $(-1)^{s+w\cdot\kappa}$. Therefore
\begin{equation}
N=1,\qquad n^-(\kappa)=(s+w\cdot\kappa)\bmod2 .
\label{eq:atom}
\end{equation}
This gives sixteen vectors. Pairs at a general position $r$ must be accompanied by pairs at $-r$. Inversion exchanges the two Bloch sums, so its $2\times2$ matrix has zero trace and square one, with eigenvalues $+1$ and $-1$. The result $N=2$, $n^-(\kappa)=1$ is the sum of an even and an odd atom at one centre and adds nothing to the lattice. Every other atomic limit is a sum of these cases, because a Kramers pair at an inversion centre has parity as its sole label.

\subsection{The Smith algorithm}

Write the atomic vectors as columns of a matrix $A$ in a basis of BS. The algorithm constructs
\begin{equation}
UAV=D,\qquad D_{ii}=d_i,\qquad d_i\mid d_{i+1},
\end{equation}
with $U,V$ unimodular. For each diagonal position $t$:
\begin{enumerate}
\item Move the nonzero entry of smallest magnitude in the remaining block to $(t,t)$. In a tie, an entry already at $(t,t)$ stays there.
\item Subtract integer multiples of the pivot row and column from the others. If a nonzero remainder is left in the pivot row or column, return to step 1.
\item If some entry of the remaining block is not divisible by the pivot, add its row to the pivot row and return to step 1.
\item Make the pivot positive and advance $t$.
\end{enumerate}
Each remainder is smaller in magnitude than the pivot. After step 3, either step 1 finds a smaller pivot, or the pivot stays and the next reduction leaves such a remainder. A positive integer cannot decrease forever, so the loop ends. Row operations are accumulated in $U$, column operations in $V$.

The quotient follows directly. A vector $b$ lies in AI when $b=Ax$ for an integer vector $x$. Multiplication by $U$ gives $Ub=UAV(V^{-1}x)=D(V^{-1}x)$, and $V^{-1}x$ runs over all integer vectors. Hence $b\in\mathrm{AI}$ if and only if $d_i$ divides $(Ub)_i$ for every $i$, and
\begin{equation}
b\longmapsto\big((Ub)_i\bmod d_i\big)_i
\label{eq:class}
\end{equation}
labels the classes. Applied to the atomic vectors, the algorithm returns
\begin{equation}
(d_1,\dots,d_9)=(1,1,1,1,1,2,2,2,4).
\label{eq:diag}
\end{equation}
Factors of one carry no information, which leaves \eqref{eq:result}. The quotient has $2\cdot2\cdot2\cdot4=32$ classes.

A second computation uses minors. Unimodular operations preserve the greatest common divisor $g_j$ of all $j\times j$ minors, and for the diagonal form $g_j=d_1\cdots d_j$. Enumerating minors in the coordinates $(N,n^-)$ gives $g_1,\dots,g_9=1,1,1,1,1,2,4,8,32$, whose successive ratios are again \eqref{eq:diag}.

\subsection{The same diagonal by hand}

Every integer function on $\{0,1\}^3$ is a unique integer combination of the monomials $1,\kappa_i,\kappa_i\kappa_j,\kappa_1\kappa_2\kappa_3$. To see this, order the points by their number of ones. The value at each point fixes one new coefficient, with prefactor one, after the lower coefficients are known.

For binary variables, addition modulo two, written $\oplus$, becomes
\begin{align}
a\oplus b&=a+b-2ab,\\
a\oplus b\oplus c&=(a\oplus b)+c-2(a\oplus b)c\nonumber\\
&=a+b+c-2ab-2ac-2bc+4abc .
\end{align}
Write elements of BS as $(N,n^-)$. The even atom at the origin is $(1,0)$. Subtracting it from the odd atom there gives $(0,1)$; subtracting it from even atoms at $w/2$ gives $(0,w\cdot\kappa\bmod2)$. The three centres with one nonzero component supply $(0,\kappa_i)$. Those with two supply
\begin{equation}
2\kappa_i\kappa_j=\kappa_i+\kappa_j-(\kappa_i\oplus\kappa_j),
\end{equation}
and the last centre then supplies $4\kappa_1\kappa_2\kappa_3$. Conversely, the formulas above express all atomic vectors through these functions; odd atoms use $1-(w\cdot\kappa\bmod2)$. Thus AI is generated by
\begin{equation}
(1,0),\ (0,1),\ (0,\kappa_i),\ (0,2\kappa_i\kappa_j),\ (0,4\kappa_1\kappa_2\kappa_3).
\end{equation}
In the monomial basis this is the diagonal \eqref{eq:diag}. The factor four comes from the cubic term.

\subsection{Explicit indicators and their physical content}

The labels in \eqref{eq:class} depend on $U$, whereas \eqref{eq:ind} is independent of the pivots. To prove that \eqref{eq:ind} is complete, first evaluate it on the generators. The function $1$ has total sum 8 and sum 4 on a plane $\kappa_i=1$. The function $\kappa_i$ has total sum 4 and plane sums 4 or 2. The function $2\kappa_i\kappa_j$ has total sum 4 and even plane sums, and $4\kappa_1\kappa_2\kappa_3$ has all these sums equal to 4. All indicators vanish on AI. A single odd pair at $000$ gives $(\nu_1,\nu_2,\nu_3;z_4)=(0,0,0;1)$, and moving it to $100$, $010$ or $001$ switches on one $\nu_i$. All 32 values therefore occur. A homomorphism from a group of 32 classes onto 32 values is one-to-one.

The plane sums also have a meaning in terms of Wannier centres. Fix $k_c=0$ or $\pi$, form the Wilson loop $W(k_b)$ by parallel transport of the occupied states along $k_a$, and follow its eigenphases for $0\le k_b\le\pi$. The plane invariant is the parity of the number of crossings with a reference phase. At $k_b=0$ or $\pi$, let $S_0,S_\pi$ be the parity matrices at $k_a=0,\pi$, and let $\mathcal A$ be the transport from $0$ to $\pi$. Inversion reverses the other half of the path, so
\begin{equation}
W=\mathcal A S_0\mathcal A^{-1}S_\pi .
\end{equation}
This is a product of two matrices of square one, $S'=\mathcal AS_0\mathcal A^{-1}$ and $S_\pi$. Two such matrices split the space into one-dimensional blocks with signs $(a,b)$ and $W=ab$, and two-dimensional blocks in which each has eigenvalues $\pm1$ and $W$ has phases $\pm\theta\ne0,\pi$. The local operation $PT$ commutes with both matrices and squares to $-1$. Since the blocks are real representations, each occurs an even number of times, $2m_{ab}$ or $2m_\theta$. Counting pairs,
\begin{align}
n^-(k_a=0)&=m_{-+}+m_{--}+\textstyle\sum_\theta m_\theta,\\
n^-(k_a=\pi)&=m_{+-}+m_{--}+\textstyle\sum_\theta m_\theta .
\end{align}
Their sum equals $q=m_{+-}+m_{-+}$ modulo two, where $q$ is the number of phase pairs at $\pi$.

Between the end points $PT$ makes the phases symmetric under $\theta\to-\theta$, with even multiplicity at $0$ and $\pi$. Choose one representative of each pair in $[0,\pi]$. At an end point the number of representatives above a reference phase is $q$ plus an even number. The crossing parity is thus $q(0)+q(\pi)$ modulo two, which is the sum of $n^-$ over the four invariant momenta of the plane. Consequently $\nu_i$ is the invariant of the plane $k_i=\pi$. Adding the invariants of $k_i=0$ and $k_i=\pi$ gives the strong index, $z_4\bmod2$. The value $z_4=2$ is invisible to the strong index.

\subsection{What a zero indicator does not prove}

A nonzero indicator excludes an atomic limit, and adding atomic bands cannot remove it because \eqref{eq:ind} is additive. The converse holds at the level of symmetry data for $N=1$. A zero class has even quadratic and cubic coefficients, so $n^-$ modulo two has the form \eqref{eq:atom}. For $N=1$, $n^-$ is itself 0 or 1 and equals that form. Exactly 16 of the $2^8=256$ data vectors are therefore atomic.

For $N=2$ the converse fails. Enumeration of the $3^8=6561$ vectors with entries $0,1,2$ finds 241 in the zero class, of which 129 are sums of two atoms and 112 are not. An example is $n^-=2$ at $000$ and $100$, and zero elsewhere. Two atomic vectors summing to it would both have to equal one at these two momenta alone, but \eqref{eq:atom} contains 0, 4 or 8 ones. With $o(w)$ and $e(w)$ denoting odd and even atoms, the same data obey
\begin{equation}
x=o(010)+o(001)+e(000)-e(011).
\end{equation}
Indeed $(1-\kappa_2)+(1-\kappa_3)-(\kappa_2\oplus\kappa_3)=2(1-\kappa_2)(1-\kappa_3)$, and $N=1+1+1-1=2$. The negative coefficient is allowed in a group but is not an occupied orbital. Adding $e(011)$ makes the data atomic; the data alone do not prove that the enlarged set of bands can be deformed to atoms.

\subsection{Worked example}

The model has two orbitals of opposite parity and two spins at each lattice point. With Pauli matrices $\tau$ for orbitals and $\sigma$ for spin, $P=\tau_z$ and $T=i\sigma_yK$, where $K$ is complex conjugation. Energies are in units of a hopping $t$:
\begin{align}
h(\mathbf k)&=M(\mathbf k)\tau_z+\sum_{a=1}^4 d_a(\mathbf k)\Gamma_a,\\
M&=m-\sum_i t_i(1-\cos k_i),\quad (t_1,t_2,t_3)=(1,2,4).
\end{align}
Here $\Gamma=(\tau_x\sigma_x,\tau_x\sigma_y,\tau_x\sigma_z,\tau_y)$ and $d_a=\sum_i v_{ai}\sin k_i$, with
\begin{equation}
v=\begin{pmatrix}1&0.2&0.1\\0.1&0.9&0.2\\0.2&0.1&1.1\\0.3&0.2&0.1\end{pmatrix}.
\end{equation}
The five matrices anticommute, so $E=\pm\sqrt{M^2+|d|^2}$. The columns of $v$ are independent, hence $d=0$ only at invariant momenta. There
\begin{equation}
M(\pi\kappa)=m-2\kappa_1-4\kappa_2-8\kappa_3,
\end{equation}
and the occupied pair has $\tau_z=-\operatorname{sgn}M$. It is odd when $M>0$. Raising $m$ inverts the momenta one at a time.

\begin{center}
\begin{tabular}{rlccc}
$m$ & odd momenta & $\nu_1\nu_2\nu_3;z_4$ & flow & gap\\
\hline
$-1$ & none & $000;0$ & $000/000$ & 2.00\\
1 & 000 & $000;1$ & $111/000$ & 1.28\\
3 & 000, 100 & $100;2$ & $100/100$ & 1.28\\
5 & 000, 100, 010 & $110;3$ & $001/110$ & 1.32\\
7 & 000, 100, 010, 110 & $000;0$ & $000/000$ & 1.33
\end{tabular}
\end{center}

The flow column gives the invariants of the planes $k_i=0$, then $k_i=\pi$, for $i=1,2,3$, computed from Wannier phases without parities. At $m=5$, for instance, the planes $\kappa_1=1$ and $\kappa_2=1$ each contain one odd pair, $\kappa_3=1$ contains none, and the total is three. The values of $z_4$ refer to the origin at the orbitals; with the origin at $w=100$ the rows $m=3$ and $m=5$ read $100;0$ and $110;1$. At $m=7$ the data are $n^-=1-\kappa_3$, those of an odd atom at $w=001$, half a lattice constant from the model's orbitals. They differ from the data at $m=-1$, so the two phases cannot be connected without closing the gap or breaking a symmetry, although both have zero indicators.

To obtain $z_4=2$ with all $\nu_i=0$, take two copies at $m=1$, the second with $v$ multiplied by 0.8, and add $B=0.2\,\mu_x\tau_z+0.15\,\mu_y\sigma_z$, where $\mu$ acts on the copies. Both terms preserve $P$ and $T$. They anticommute, so $B^2=0.2^2+0.15^2=0.25^2$. At invariant momenta $B$ splits levels by $\pm0.25$ within a parity sector, while $|M|\ge1$; it cannot change their parities. Thus $n^-=2$ at $000$ and zero elsewhere. The flow is trivial on all six planes, yet $z_4=2$ excludes an atomic limit. The calculated direct gap is $0.895\,t$. No surface or hinge spectrum has been derived here.

\subsection{Error analysis}

\paragraph{Integer stage.} The Smith reduction has no rounding error if integers do not overflow. Floating-point inverses or minors must be rounded to integers. In the coordinates $(N,n^-)$ the sixteen atomic columns have entries 0 or 1, so each row of a $9\times9$ minor has length at most 3. Hadamard's bound then limits the minor to $3^9=19683$, well within the integer range of double precision.

\paragraph{Parity input.} If $\operatorname{Tr}P$ is taken over the $2N$ occupied states, then
\begin{equation}
\operatorname{Tr}P=2(N-n^-)-2n^-=2N-4n^-,\quad
n^-=\frac{2N-\operatorname{Tr}P}{4}.
\end{equation}
Rounding gives the right integer when the absolute error of the trace is below 2. A wrong level order is more serious. Let $\delta n$ be the resulting integer error, with size $\sum_\kappa|\delta n(\kappa)|$. Size 1 or 3 changes the parity of the total. At size 2, an error $\pm2$ at one momentum or equal unit errors at two momenta change $z_4$ by 2; opposite unit errors at distinct momenta change some $\nu_i$. Every nonzero error of size up to 3 therefore changes the indicator. At size 4 errors can cancel, as for $+2$ and $-2$ at two momenta. In the one-copy example the nearest inversion is $1\,t$ away in $m$, which is the tolerated error of the mass with the $t_i$ held fixed.

The corresponding level separation is $2|M|=2\,t$. For a real crystal the margin is likewise set by the energy separation of opposite-parity levels across the gap at each invariant momentum. If it is smaller than the error of the electronic-structure method, the indicator is undecided. The derivation assumes both time reversal and inversion. If magnetic order breaks $T$, or if inversion is lost, the indicators cannot be used in the form derived here.

\paragraph{Wannier flow.} Each loop used 60 points, and the half plane was divided into 60 steps. The reference was placed at the centre of the largest gap between phases. Moving it is harmless at the end points, where all phases have even multiplicity. With $2N$ phases the largest gap is at least $\pi/N$. Crossings between steps are counted correctly if no phase moves by as much as $\pi/(2N)$ per step: $\pi/2$ for one pair and $\pi/4$ for two. In the runs above the largest movement per step is about 0.20 for one pair and 0.23 for two, so the condition is met. It is sufficient, not necessary. When it fails, the error can be a wrong integer, not a small correction.

\paragraph{Gap search.} The gaps were sought on a $16^3$ mesh and refined by Nelder--Mead minimization from its four lowest points. Refinement lowers the value from $1.370\,t$ to $1.276\,t$ at $m=1$, and from $1.534\,t$ to $1.335\,t$ at $m=7$. The mesh values are too high by 7\% and 15\% relative to the refined ones. For the coupled copies the change is from $0.989\,t$ to $0.895\,t$. A search over sampled points gives an upper estimate of the minimum, so it cannot by itself prove a gap.

For the coupled copies a lower estimate is available. Scaling $v$ by 0.8 gives $M^2+0.64|d|^2\ge0.64(M^2+|d|^2)$, so the second copy has at least 0.8 times the first gap. The perturbation $B$ shifts each ordered level by at most $0.25\,t$. If $1.276\,t$ is the true one-copy minimum, the coupled gap is at least $0.8(1.276\,t)-0.5\,t=0.52\,t$. This estimate guarantees an open coupled gap whenever the one-copy gap exceeds $0.5\,t/0.8=0.625\,t$, about half the value found. The condition is sufficient, not necessary.
